\section*{Step bunching on etched silicon: upper against lower terrace contributions, part 1}

(Sections cited here and not found follow in the second part.)

\section{From step positions to terrace fluxes}

Q: You want to say which terrace makes an etched silicon surface bunch its steps. But the steps run backwards during etching. Do ``upper'' and ``lower'' not change places when the motion is reversed?

A: They do not, because they refer to height and not to motion. Let the surface descend toward $+x$, and number the straight, parallel steps downhill, with step $n$ at $x_n(t)$. The terrace between steps $n$ and $n+1$ has width
\begin{equation}
w_n=x_{n+1}-x_n .
\end{equation}
It lies below step $n$ and above step $n+1$. Step $n$ therefore has an upper terrace of width $w_{n-1}$ on its left and a lower terrace of width $w_n$ on its right.

Etching takes atoms from the edge of the upper terrace, so the edge withdraws toward $-x$. The upper terrace is the ground ahead of a retreating step, and the lower terrace is the ground it leaves behind. For a growing crystal the same two terraces keep their names, but the lower one is ahead.

Q: Then what does it mean for a terrace to contribute to the motion?

A: Some of the removal at a step may be fed by processes on the adjoining terraces, and a wider terrace can feed more or less of it. I write the retreat speed, counted positive toward $-x$, as
\begin{equation}
-\frac{dx_n}{dt}=v_0+f_U(w_{n-1})+f_L(w_n).
\label{eq:law}
\end{equation}
Here $v_0$ is attack by the liquid directly at the step edge, independent of the terrace widths. The functions $f_U$ and $f_L$ are the contributions of the upper and the lower terrace. The law assumes that the steps stay straight, that a step responds to its two adjacent terraces and no others, and that the response follows the widths without delay. The delay is examined in the second half.

Q: If all terraces are equal, nothing should happen. Does the law at least respect that?

A: It does. Put $w_n=w$ for every $n$. Each step then retreats at the same speed,
\begin{equation}
v=v_0+f_U(w)+f_L(w),\qquad x_n=nw-vt,
\end{equation}
and the widths do not change. A given place on the surface is passed by one step in each time $w/v$, and each passage removes one step height $h$. The etch rate normal to the terraces is therefore
\begin{equation}
R=\frac{vh}{w}.
\label{eq:rate}
\end{equation}
The question of stability is whether a small departure from equal spacing dies out or grows.

Q: Show me the departure, then, and do not skip the signs. There are several places to lose one.

A: Let each step be displaced by a small $u_n(t)$ from its place in the uniform train,
\begin{equation}
x_n=nw-vt+u_n .
\end{equation}
The two terraces that matter to step $n$ have widths
\begin{equation}
w_{n-1}=w+u_n-u_{n-1},\qquad w_n=w+u_{n+1}-u_n .
\end{equation}
Define the two slopes at the mean spacing,
\begin{equation}
a=\left.\frac{df_U}{dw}\right|_{w},\qquad b=\left.\frac{df_L}{dw}\right|_{w},
\end{equation}
and expand the right side of Eq.~(\ref{eq:law}) to first order. The left side is $v-\dot u_n$, so
\begin{equation}
v-\dot u_n=v+a(u_n-u_{n-1})+b(u_{n+1}-u_n).
\end{equation}
The speed $v$ cancels. Multiplying by $-1$ gives
\begin{equation}
\dot u_n=-a(u_n-u_{n-1})-b(u_{n+1}-u_n).
\label{eq:linear}
\end{equation}
The coefficients are the same for every $n$, so the equation is solved by waves along the train. Let $u_n=\varepsilon e^{iqn+\sigma t}$, with the real part understood. The number $q$ is the phase advance from one step to the next. Since
\begin{equation}
u_{n-1}=e^{-iq}u_n,\qquad u_{n+1}=e^{iq}u_n,
\end{equation}
division by $u_n$ leaves
\begin{equation}
\sigma=-a\left(1-e^{-iq}\right)-b\left(e^{iq}-1\right).
\end{equation}
Insert $e^{\pm iq}=\cos q\pm i\sin q$:
\begin{align}
\sigma&=-a(1-\cos q+i\sin q)-b(\cos q-1+i\sin q)\nonumber\\
&=(b-a)(1-\cos q)-i(a+b)\sin q .
\label{eq:sigma}
\end{align}
The factor $1-\cos q$ is never negative. For $b<a$ every wave with $q\neq0$ decays, and for $b>a$ every such wave grows. Within this law, the destabilizing asymmetry is a lower-terrace contribution that rises more steeply with width than the upper-terrace contribution does.

Q: That is a statement about complex exponentials. Can I see it happen to a single terrace?

A: Yes. The width changes because its two bounding steps move at different speeds. From $\dot w_n=\dot x_{n+1}-\dot x_n$ and Eq.~(\ref{eq:law}),
\begin{equation}
\dot w_n=f_U(w_{n-1})+f_L(w_n)-f_U(w_n)-f_L(w_{n+1}).
\end{equation}
Start with a uniform train in which one terrace alone, number $n$, is too wide by $\delta$. Then, at that first instant,
\begin{equation}
\dot w_n=(b-a)\delta,\qquad \dot w_{n-1}=-b\,\delta,\qquad \dot w_{n+1}=a\,\delta .
\end{equation}
The wide terrace is the lower terrace of step $n$. Through $b$ it speeds up that step, which is running away from it, so the gap opens further and the terrace uphill is squeezed. The wide terrace is also the upper terrace of step $n+1$. Through $a$ it speeds up that step, which is running into it, so the gap closes. The sign of $b-a$ says which of the two steps wins. The three rates add to zero, as they must, because the total length is fixed.

Q: I notice that you speak of slopes. Surely the terrace that supplies more of the etching is the one that decides?

A: Not in general. A constant part of either contribution shifts $v$ and disappears from Eq.~(\ref{eq:linear}), however large it is. A saturating contribution shows the difference. Take
\begin{equation}
f_L=2\left(1-e^{-w/5}\right),\qquad f_U=1-e^{-w/50},
\end{equation}
with widths in nm and speeds in nm/s, at $w=35.93$ nm. The lower terrace supplies $1.9985$ nm/s and the upper one $0.5126$ nm/s. An exponential approach to a ceiling has a slope equal to the remaining distance from the ceiling divided by the decay length:
\begin{align}
b&=\frac{2-1.9985}{5}\approx0.0003\ \mathrm{s^{-1}},\\
a&=\frac{1-0.5126}{50}\approx0.0097\ \mathrm{s^{-1}} .
\end{align}
The lower contribution is about four times larger, and yet $b<a$, so the train is stable. A periodic train of 24 steps with these two laws, linearized numerically, has no growing mode. Its slowest decaying one has the rate $-3.2\times10^{-4}$ s$^{-1}$. Equation~(\ref{eq:sigma}) gives this value for the longest wave that fits, $q=2\pi/24$.

Q: Suppose $b>a$. You have shown that displacements grow. Why should I call that bunching and not merely disorder?

A: The disturbance of the widths is $u_{n+1}-u_n=(e^{iq}-1)u_n$. It grows with the same exponent, so some gaps narrow while others widen. The fastest growth is at $q=\pi$, where $1-\cos q$ has its maximum value of 2:
\begin{equation}
\sigma_{\max}=2(b-a).
\label{eq:max}
\end{equation}
There the widths alternate between narrow and wide, so the first stage favoured by the linear theory is pairing. For long waves, $1-\cos q\approx q^2/2$ gives a growth rate of $(b-a)q^2/2$, which is the behaviour of diffusion with a negative coefficient. The linear theory describes the onset. It does not say how many steps a later bunch contains.

Q: And the imaginary part? If the pattern oscillates, might it not undo itself?

A: An imaginary part alters the phase and leaves the amplitude to the real part. For small $q$ the phase is $qn-(a+b)qt$, so for positive $a+b$ the pattern travels toward larger $n$, downhill in step number, by $a+b$ terraces per unit time. It travels while it grows or decays. At $q=\pi$ the imaginary part vanishes, because $\sin\pi=0$.

Q: So far $f_U$ and $f_L$ are names. Without a process behind them, I cannot tell whether a particular surface has $b>a$.

A: Then consider a definite model. A reactive species arrives uniformly on the terraces from the liquid, at $F$ per unit area and time. It diffuses with diffusivity $D$, and it is lost from the surface, by return to the liquid or by deactivation, after a mean lifetime $\tau$. At a step it can be captured, and each captured unit removes one silicon atom. I do not claim that this is the established mechanism in any particular etchant. It is a process for which the widths and the two sides of a step have calculable effects.

Let $\xi$ run across one terrace, from the step at its uphill end, $\xi=0$, to the step at its downhill end, $\xi=w$. If diffusion settles quickly compared with the step motion, the density $c(\xi)$ obeys
\begin{equation}
D\frac{d^2c}{d\xi^2}-\frac{c}{\tau}+F=0 .
\label{eq:bcf}
\end{equation}
The step at $\xi=0$ has this terrace below it and captures with coefficient $k_L$. The step at $\xi=w$ has this terrace above it and captures with coefficient $k_U$. The diffusion current toward $+\xi$ is $-Dc'$, so the currents into the two steps are
\begin{equation}
J_L=Dc'(0)=k_Lc(0),\qquad J_U=-Dc'(w)=k_Uc(w).
\label{eq:bc}
\end{equation}
The minus sign is absent at the first step because current enters it toward $-\xi$. If one atom occupies the area $\Omega$ of the layer being removed, a capture of $J$ atoms per unit step length and time moves the step by $\Omega J$ per unit time. Hence
\begin{equation}
f_L(w)=\Omega J_L(w),\qquad f_U(w)=\Omega J_U(w).
\end{equation}

Q: The two boundary conditions are coupled through the density. I would like to see the solution and not only its name.

A: Measure lengths in the diffusion length $\lambda=\sqrt{D\tau}$ and densities in $F\tau$, the density far from any step. Set $y=\xi/\lambda$, $W=w/\lambda$, $g=c/(F\tau)$ and $\kappa_{L,U}=k_{L,U}\lambda/D$. Equations~(\ref{eq:bcf}) and (\ref{eq:bc}) become
\begin{equation}
g''-g+1=0,\quad g'(0)=\kappa_Lg(0),\quad -g'(W)=\kappa_Ug(W).
\end{equation}
Call the unknown end values $g_0$ and $g_1$, and write $S=\sinh W$, $C=\cosh W$. The function
\begin{equation}
g=1+\frac{(g_0-1)\sinh(W-y)+(g_1-1)\sinh y}{S}
\end{equation}
satisfies the differential equation and takes the right values at both ends. Its end slopes are
\begin{align}
g'(0)&=\frac{-(g_0-1)C+(g_1-1)}{S},\\
g'(W)&=\frac{-(g_0-1)+(g_1-1)C}{S}.
\end{align}
Putting these into the boundary conditions and multiplying by $S$ gives two linear equations:
\begin{align}
(C+\kappa_LS)g_0-g_1&=C-1,\\
-g_0+(C+\kappa_US)g_1&=C-1 .
\end{align}
Multiply the first by $C+\kappa_US$ and add the second, which removes $g_1$:
\begin{equation}
\left[(C+\kappa_LS)(C+\kappa_US)-1\right]g_0=(C-1)(C+1+\kappa_US).
\end{equation}
Use $C^2-1=S^2$ on both sides. The bracket on the left is
\begin{equation}
S^2+(\kappa_L+\kappa_U)SC+\kappa_L\kappa_US^2=SM,
\end{equation}
where
\begin{equation}
M=PS+\Sigma C,\quad P=1+\kappa_L\kappa_U,\quad \Sigma=\kappa_L+\kappa_U .
\end{equation}
The right side is $S[S+\kappa_U(C-1)]$. One factor $S$ cancels, and
\begin{equation}
g_0=\frac{S+\kappa_U(C-1)}{M}.
\end{equation}
The current is $J_L=k_LF\tau g_0$, and $k_L\tau=\kappa_LD\tau/\lambda=\kappa_L\lambda$. The problem seen from the other end is the same with $L$ and $U$ exchanged, so
\begin{align}
J_L&=F\lambda\,\kappa_L\frac{S+\kappa_U(C-1)}{M},\\
J_U&=F\lambda\,\kappa_U\frac{S+\kappa_L(C-1)}{M}.
\end{align}

Q: Do these currents behave sensibly when the terrace is very narrow or very wide?

A: For $W\to0$ at fixed $\kappa_L,\kappa_U$, we have $S\approx W$, $C-1\approx W^2/2$ and $M\approx\Sigma$. Then $J_L\approx Fw\kappa_L/\Sigma$ and $J_U\approx Fw\kappa_U/\Sigma$. Their sum is $Fw$, the whole supply: the species reaches a step before it is lost, and the two sides share it in proportion to their capture coefficients.

For $W\to\infty$, $S$ and $C$ become equal and large. Since $P+\Sigma=(1+\kappa_L)(1+\kappa_U)$, the current $J_L$ tends to $F\lambda\kappa_L/(1+\kappa_L)$. The far step no longer matters, and the current no longer depends on the width. Both contributions therefore saturate.

\section{Which capture asymmetry bunches, and how fast}

The steps are numbered downhill, and they retreat uphill at $v_0+f_U+f_L$. The slopes of the upper and lower contributions with terrace width are $a$ and $b$, and a wave of phase $q$ per step grows at the rate $(b-a)(1-\cos q)$. In the diffusion model $f_{L,U}=\Omega J_{L,U}$, with
\begin{equation}
J_L=F\lambda\kappa_L\frac{N_L}{M},\qquad N_L=S+\kappa_U(C-1),
\label{eq:JL}
\end{equation}
and $J_U$ follows by exchanging $L$ and $U$. Here $F$ is the supply, $\Omega$ the area per atom, $\lambda=\sqrt{D\tau}$ the diffusion length, $W=w/\lambda$, $S=\sinh W$, $C=\cosh W$, $\kappa=k\lambda/D$ the scaled capture coefficient, $P=1+\kappa_L\kappa_U$, $\Sigma=\kappa_L+\kappa_U$ and $M=PS+\Sigma C$.

Q: You told me that a contribution can be large and yet have a small slope, and now both of yours saturate. Could easier capture from the lower terrace be stabilizing at some spacing?

A: That has to be decided by differentiation. Since $dW/dw=1/\lambda$,
\begin{equation}
\frac{dJ_L}{dw}=F\kappa_L\frac{N_L'M-N_LM'}{M^2},
\end{equation}
where the prime now means $d/dW$, with
\begin{equation}
N_L'=C+\kappa_US,\qquad M'=PC+\Sigma S .
\end{equation}
Sort the numerator by powers of the explicit $\kappa_U$:
\begin{equation}
N_L'M-N_LM'=(CM-SM')+\kappa_U\left[SM-(C-1)M'\right].
\end{equation}
In the first bracket the terms with $P$ cancel, leaving
\begin{equation}
CM-SM'=\Sigma(C^2-S^2)=\Sigma .
\end{equation}
In the second bracket the products $\Sigma SC$ cancel:
\begin{align}
SM-(C-1)M'&=PS^2-PC^2+PC+\Sigma S\nonumber\\
&=P(C-1)+\Sigma S\equiv G .
\end{align}
The two slopes of the retreat speed are therefore
\begin{align}
b&=\Omega F\,\frac{\kappa_L(\Sigma+\kappa_UG)}{M^2},\\
a&=\Omega F\,\frac{\kappa_U(\Sigma+\kappa_LG)}{M^2}.
\end{align}
The term $\kappa_L\kappa_UG$ is common to both and drops out of the difference. What remains is $\Sigma(\kappa_L-\kappa_U)$, so
\begin{equation}
b-a=\Omega F\,\frac{\kappa_L^2-\kappa_U^2}{M^2}.
\label{eq:diff}
\end{equation}
At every finite spacing this has the sign of $k_L-k_U$. In this model, as long as the density settles quickly enough for the step motion to be neglected, easier capture from the lower terrace bunches the retreating steps, and easier capture from the upper terrace keeps them evenly spaced. On very wide terraces the difference is exponentially small, and the neglected motion can then decide the sign of the growth rate. Saturation reduces the rate through $M^2$, but it does not reverse the sign.

In the diffusion model, as long as step motion can be neglected, easier capture from the lower terrace bunches the retreating steps, and easier capture from the upper terrace keeps them evenly spaced. It remains to check this result numerically, to estimate the growth rate for a silicon example, and to examine step repulsion, the delay, larger disturbances and the limits of the model for a real wafer.

Numbers in the example were calculated in double precision.
